\section*{Counting Alternating Switching Bands of a Perpendicular-Polarizer Device Before Bisection}

\section{One device, many thresholds}

A thin elliptical magnet lies magnetized along its long axis. A current polarized perpendicular to the film lifts the magnetization slightly out of the plane, and the large demagnetizing field then makes it rotate about the film normal. When the pulse ends, the rotation slows down and the magnetization falls into one of the two directions of the long axis. A slightly longer pulse may give one more half turn and the opposite final state. Bisection on the final sign cannot see this alternation: between two durations of opposite outcome it returns one boundary, and between two of equal outcome it returns none. The remedy is to compute an integer that counts the boundaries, and to bisect afterwards.

\section{Model and equations of motion}

The magnet is a single macrospin $\mathbf m$, $|\mathbf m|=1$, with long axis $x$ and film normal $z$. With demagnetizing factors $N_x<N_y<N_z$ and $m_y^2=1-m_x^2-m_z^2$, the magnetostatic energy divided by $\mu_0M_s^2$ and the volume is
\[
\tfrac12\sum_iN_im_i^2=\tfrac12N_y+\tfrac12(N_z-N_y)m_z^2-\tfrac12(N_y-N_x)m_x^2 .
\]
Fields are measured in $H_d=(N_z-N_y)M_s$ and time in $1/(\gamma\mu_0H_d)$, $\gamma>0$. Dropping the constant,
\[
e=\tfrac12m_z^2-\tfrac12h\,m_x^2,\quad h=\frac{N_y-N_x}{N_z-N_y},\quad
\mathbf h_{\rm eff}=-\frac{\partial e}{\partial\mathbf m}=(hm_x,0,-m_z).
\]
The polarizer points along $+z$, and $J>0$ is the current direction that drives $\mathbf m$ towards it. The Gilbert equation is
\begin{equation}
\dot{\mathbf m}=-\mathbf m\times\mathbf h_{\rm eff}-a\,\mathbf m\times(\mathbf m\times\hat z)+\alpha\,\mathbf m\times\dot{\mathbf m},\quad
a=\frac{\hbar\eta J}{2e_0\mu_0M_sH_dd},
\label{gilbert}
\end{equation}
with thickness $d$, elementary charge $e_0$ and a constant torque efficiency $\eta$. The pulse is rectangular, temperature is zero, and $\mathbf m$ starts at rest along $+x$.

Put $\mathbf g=\mathbf h_{\rm eff}+a\,\mathbf m\times\hat z$, so that $\dot{\mathbf m}=-\mathbf m\times\mathbf g+\alpha\mathbf m\times\dot{\mathbf m}$. Taking $\mathbf m\times$ of this and using $\mathbf m\cdot\dot{\mathbf m}=0$ gives $\mathbf m\times\dot{\mathbf m}=-\mathbf m\times(\mathbf m\times\mathbf g)-\alpha\dot{\mathbf m}$. Substitution yields
\begin{equation}
(1+\alpha^2)\dot{\mathbf m}=-\mathbf m\times\mathbf g-\alpha\,\mathbf m\times(\mathbf m\times\mathbf g).
\label{explicit}
\end{equation}
In spherical angles, $\mathbf m\times\hat\theta=\hat\varphi$ and $\mathbf m\times\hat\varphi=-\hat\theta$, hence
\[
(1+\alpha^2)\dot\theta=g_\varphi+\alpha g_\theta,\qquad (1+\alpha^2)\sin\theta\,\dot\varphi=-g_\theta+\alpha g_\varphi .
\]
Since $\mathbf m\times\hat z=-\sin\theta\,\hat\varphi$, the components are $g_\theta=\sin\theta\cos\theta\,B$ and $g_\varphi=-\sin\theta\,A$, with
\[
A=a+\tfrac h2\sin2\varphi,\qquad B=1+h\cos^2\varphi .
\]
Now let $u=\operatorname{artanh}m_z$. Because $\dot m_z=-\sin\theta\,\dot\theta$ and $1-m_z^2=\sin^2\theta$, we have $\dot u=-\dot\theta/\sin\theta$, and
\begin{equation}
(1+\alpha^2)\dot u=A-\alpha m_zB,\qquad (1+\alpha^2)\dot\varphi=-m_zB-\alpha A .
\label{uphi}
\end{equation}
Positive $m_z$ makes $\varphi$ decrease. The angle is kept unwrapped, so that turns can be counted.

\section{Charge and rotation angle}

Subtract $\alpha$ times the second equation of (\ref{uphi}) from the first. The terms in $m_zB$ cancel, the rest is $(1+\alpha^2)A$, and
\begin{equation}
\dot u-\alpha\dot\varphi=a+\tfrac h2\sin2\varphi .
\label{balance}
\end{equation}
This holds for any pulse shape $a(t)$. For $h=0$, integration from rest to rest ($u=0$ at both ends) gives $\Delta\varphi=-\alpha^{-1}\int a\,dt$: the rotation depends on the charge alone. Half a turn costs $at=\pi\alpha$. In SI units, $H_d$ cancels between current and time, leaving
\begin{equation}
(Jt)_{\pi}=\frac{2\pi e_0\alpha M_sd}{\hbar\eta\gamma}.
\label{charge}
\end{equation}

For $h>0$, suppose that a long pulse leads to steady rotation with half-turn time $T$. Then $u$ repeats after each half turn, $\varphi$ changes by $-\pi$, and (\ref{balance}) gives $\pi\alpha=aT+\frac h2\int_T\sin2\varphi\,dt$. Lengthening the pulse by $T$ shifts the whole outcome by one half turn, so $T$ is the late spacing of boundaries. If $m_z$ varies little during a turn, the integral nearly averages out and $T\simeq\pi\alpha/a$. Such a state needs roughly $m_z\simeq a/\alpha<1$. At larger $a$ the magnetization approaches the pole, $u$ keeps growing, and the periodic argument lapses.

Equation (\ref{balance}) was tested against Cartesian integration of (\ref{explicit}) for $a=1.3\,(h/2)$, a pulse of 40 time units and 100 units of free motion. The two sides agreed within $10^{-5}$ of the pulse charge $at$.

\section{Where switching begins}

An in-plane equilibrium under current needs $m_z=0$ and $A=0$, or $\sin2\varphi=-2a/h$. It exists up to $a_c=h/2$, the threshold for a slowly raised current.

With weak damping a sudden step switches earlier, because $\mathbf m$ overshoots. For $\alpha=0$, (\ref{uphi}) gives $\dot m_z=(1-m_z^2)A$ and $\dot\varphi=-m_zB$, so
\[
\frac{m_z\,dm_z}{1-m_z^2}=-\frac{a\,d\varphi}{B}-\frac{h\sin2\varphi}{2B}\,d\varphi
=-\frac{a\,d\varphi}{B}+\tfrac12\,d\ln B ,
\]
since $dB=-h\sin2\varphi\,d\varphi$. The left side is $-\frac12d\ln(1-m_z^2)$; therefore
\[
\tfrac12\ln[(1-m_z^2)B]-aI(\varphi)=\text{const},\quad
I(\varphi)=\int_0^{\varphi}\frac{d\varphi'}{1+h\cos^2\varphi'} .
\]
At threshold the path from $\varphi=0$ just reaches the unstable equilibrium $\varphi=-x$, $\pi/4<x<\pi/2$, where $a=\frac h2\sin2x$. As $I$ is odd,
\begin{equation}
\tfrac12\ln\frac{1+h\cos^2x}{1+h}+\tfrac h2\sin2x\;I(x)=0 .
\label{step}
\end{equation}
To first order in $h$ this is $\sin^2x=x\sin2x$, or $\tan x=2x$. The root $x\simeq1.17$ gives $a/a_c=\sin2x\simeq0.72$. Damping removes energy on the way and raises the threshold towards $a_c$; when it is strong enough to suppress the overshoot, the advantage of the sudden step is lost.

Cartesian runs at 0.99 and 1.01 times each threshold, the static one and the undamped one of (\ref{step}), stayed in the initial well in the first case and left it in the second.

\section{The half-turn number}

After the pulse $a=0$ and $\mathbf g=\mathbf h_{\rm eff}$, so (\ref{explicit}) gives
\[
\dot e=-\mathbf h_{\rm eff}\cdot\dot{\mathbf m}=-\frac{\alpha}{1+\alpha^2}\,|\mathbf m\times\mathbf h_{\rm eff}|^2\le0 .
\]
If $e<0$, then $hm_x^2>m_z^2\ge0$ and $m_x$ cannot vanish. Once $e<0$, the well is decided, and integration may stop with
\[
N=\text{nearest integer to }-\varphi/\pi .
\]
Even $N$ means return to $+x$, odd $N$ means switching.

\subsection{Why $N$ counts every boundary}

The saddles of the free motion are $u=0$, $\varphi_k=-(k-\frac12)\pi$, with $e=0$. A free trajectory ending on a saddle had $e>0$ before. Then $m_z^2>hm_x^2\ge 0$, so $m_z$ kept one sign. Consider the branch with $m_z>0$. There $e>0$ also means $m_z^2B>h\cos^2\varphi$, hence $m_zB>\sqrt h\,|\cos\varphi|$ because $B\ge1$. The other term of $\dot\varphi$ is at most $\alpha h|\cos\varphi|$ in size. If $\alpha\sqrt h<1$, which is assumed from here on, $\dot\varphi<0$ all along. Followed backwards, $e$ rises towards the pole while $\varphi$ increases without limit. The branch is therefore a curve $u=S_k(\varphi)>0$ over all $\varphi>\varphi_k$.

Free paths cannot cross this curve. Take a state with $m_z>0$ and $\varphi>\varphi_k$. If it lies above $S_k$, it must pass $\varphi_k$ with $m_z>0$: free motion otherwise ends in a well, all wells lie at $m_z=0$, and the curve $S_k>0$ bars the way there. If it lies below, it cannot pass. A state with $m_z>0$ already beyond $\varphi_k$ cannot return: passing $\varphi_k$ backwards needs $m_z<0$ with $e>0$, and then $m_z$ was negative at all earlier times. So $N\ge k$ holds precisely above $S_k$ or beyond $\varphi_k$.

Now follow the driven motion. By (\ref{uphi}) the torque adds $a/(1+\alpha^2)$ to the free rate $\dot u_0$ and $-\alpha a/(1+\alpha^2)$ to $\dot\varphi_0$. The slope of the curve is $S_k'=\dot u_0/\dot\varphi_0$. Where the driven path meets it,
\[
\frac{d}{dt}(u-S_k)=\frac{a}{1+\alpha^2}\,\frac{\dot\varphi_0+\alpha\dot u_0}{\dot\varphi_0}
=\frac{a}{1+\alpha^2}\,\frac{-m_zB}{\dot\varphi_0}>0 .
\]
The second step uses (\ref{uphi}) at $a=0$: the terms in $\sin2\varphi$ cancel and $-(1+\alpha^2)m_zB$ remains in the numerator, over $1+\alpha^2$. Crossings thus go upward. At $\varphi_k$ itself $A=a>0$, so the driven $\dot\varphi$ is negative and the path does not come back there either. The curves $S_k$ do not intersect, being distinct trajectories, so they are crossed one at a time. \emph{While $m_z>0$ during the pulse, $N$ rises with duration in steps of one and never falls}; $N(t_{\max})$ is the number of boundaries.

For $a>h/2$ the condition is guaranteed: at $m_z=0$, $(1+\alpha^2)\dot u=A>0$. For smaller $a$ it must be checked on the trajectory. Conversely, if $e<0$ throughout the pulse, $m_x$ never changes sign and no duration switches.

\section{Algorithm}

\begin{enumerate}
\item For each amplitude, integrate (\ref{uphi}) through pulses of the map's durations, then freely until $e<0$. Record $N$; its parity is the map.
\item Along the longest pulse, record the minimum of $m_z$ after the start and the maximum of $e$. If $m_z>0$ throughout, the row has $K=N(t_{\max})$ boundaries. If $e<0$ throughout, it has none. If neither holds, the count is not certified and the row needs a dense scan.
\item For every $k=1,\dots,K$ start from $[0,t_{\max}]$. At the midpoint, move the upper end if $N\ge k$ and the lower end otherwise.
\end{enumerate}

The test $N\ge k$ changes once in a certified row, so each bisection has a unique target, whereas parity changes $K$ times. The theorem concerns duration at fixed amplitude. Along the amplitude axis no such proof is given here.

\section{Worked example}

Take a cobalt layer of $110\times80\times3$ nm in a metallic spin valve, with rough typical values $M_s=1.4$ MA/m, $\alpha=0.03$, $\eta=0.35$. Ellipsoid factors replace those of the elliptical disc. The difference is not small: for a uniformly magnetized disc of this size $N_y-N_x$ is about 1.7 times larger, and the static threshold and the energy barrier grow by the same factor, while the charge (\ref{charge}) stays the same. The currents and times below therefore illustrate the method and are not predictions for such a disc. The ellipsoid factors give
\[
h=\frac{0.0303-0.0189}{0.9509-0.0303}\simeq0.0124,\qquad \mu_0H_d=1.620\ \text{T},
\]
an anisotropy field of 20.0 mT and a time unit of 3.506 ps. Here $\alpha\sqrt h\simeq0.003$. Since $a=1$ corresponds to 5906 MA/cm$^2$, the static threshold is $0.00618\times5906\simeq36.5$ MA/cm$^2$. A sudden step switches from 31.1 MA/cm$^2$, or 26.5 without damping.

The map in the numerical output covers ten amplitudes and durations up to 300 ps. All rows are certified, with $m_z$ and $e$ sampled every 0.1 time unit or slightly more. The row at 32.8 MA/cm$^2$ lies below the static threshold and yet switches between 179 and 254 ps. Having two boundaries, it ends unswitched, and sign bisection over the full window reports no switching. The same happens in every row with an even count. At 54.7 MA/cm$^2$ sign bisection finds boundary 1 of 7; at 91.2 MA/cm$^2$ it finds boundary 9 of 13, at a duration far from the shortest switching pulse.

A coarse sign scan fails too. The charge per half turn is 1.952 mC/cm$^2$, so at 91.2 MA/cm$^2$ the expected spacing is $1.952/91.2$ ns $\simeq21$ ps. Steps of 50 ps span more than two boundaries, and the scan sees 3 changes out of 13.

\subsection{Reading the boundary charges}

At 54.75 MA/cm$^2$ the boundaries lie at 62.1, 105.5, 139.3, 176.0, 211.8, 247.2 and 282.7 ps. On a boundary the motion ends at a saddle, where $u=0$ and $\Delta\varphi=-(k-\frac12)\pi$, so (\ref{balance}) gives
\[
\frac{at_k}{\pi\alpha}=k-\tfrac12-\frac{h}{2\pi\alpha}\int\sin2\varphi\,dt .
\]
The printed charges, 1.742 for $k=1$ and 7.930 for $k=7$, exceed $k-\frac12$ by 1.24 and 1.43. For the late boundaries the last quarter turn, made after the pulse, accounts for most of this. For small $h$ and $\alpha\ll\sqrt h$ one has $m_z\simeq\sqrt h\cos\psi$ there, with $\psi$ running from 0 to $\pi/2$, $dt\simeq d\psi/m_z$ and $\sin2\varphi=-\sin2\psi$. Its share is
\[
\frac{h}{2\pi\alpha}\int_0^{\pi/2}\frac{2\sin\psi\cos\psi}{\sqrt h\cos\psi}\,d\psi=\frac{\sqrt h}{\pi\alpha}\simeq1.18 .
\]
This is a leading estimate: here $\alpha/\sqrt h\simeq0.27$, so damping makes $m_z$ on this path somewhat larger and the share smaller. The remainder, from the earlier motion, is not resolved further. For $k=1$ the quarter turn is the whole path and starts at $m_z=0$ under current, so the estimate does not apply to it. For pulses between about 750 and 880 ps the boundaries have a mean spacing of 35.70 ps, against 35.65 ps from (\ref{charge}); the difference is below the duration step of that scan, 0.5\% of the spacing. Part of it is nevertheless real: the half-turn time of the steady rotation is 35.67 ps, the excess of about 0.07\% being the residue of the $\sin2\varphi$ integral, and the spacings approach this value from above.

There is a second limit: a short, intense pulse of fixed charge $Q=\int a\,dt$. The field terms have no time to act, and (\ref{uphi}) gives $u=Q/(1+\alpha^2)$, $\varphi=-\alpha Q/(1+\alpha^2)$. The boundary charge is then independent of $a$, and $t_k\propto1/J$. The first boundary tends that way: $Jt_1$ is 3.40 mC/cm$^2$ at 54.75 MA/cm$^2$ and 3.09 at 91.2.

In a scan of 401 amplitudes at 150 ps, from 0.5 to 2.5 times the static threshold, $N$ never dropped and the sign changed six times. A critical current at fixed duration is therefore not unique either.

\section{Error analysis}

\paragraph{Numerical error.} Twenty bisections leave an interval of $300/2^{20}\simeq0.0003$ ps. The time step $\Delta=0.25$ matters more. The part of the rates that varies with $\varphi$ has size up to about $h$ and angular rate $2m_z\lesssim1$, so a fourth-order step errs by roughly $h\Delta^5/120\simeq10^{-7}$. If a thousand such errors add up in $u$, (\ref{balance}) turns them into an angle $10^{-4}/\alpha\simeq0.003$, or about 0.04 ps at a spacing of 36 ps. This is an estimate, not a bound. An independent test integrated (\ref{explicit}) for 120 durations, 2.5 ps apart, at 54.7 and at 91.2 MA/cm$^2$. Every final state and both boundary counts agreed, which confirms the positions to the grid spacing.

\paragraph{Parameter error.} If the boundary charge stays fixed, a relative current error $\delta$ shifts the half-turn number by $\delta$ times the charge in half-turn units. At the seventh boundary 10\% amounts to 0.8 half turns, enough to spoil the predicted state. Late bands are thus worse conditioned than the first.

\paragraph{Pulse shape and torque law.} Edges of 10 ps at equal charge move the seven boundaries by at most 0.23 ps, in keeping with the charge law. Replacing $a$ by $a/(1+\eta^2m_z)$, a form suited to tunnel junctions, delays the seventh by 6.0 ps. To check the size, neglect $h$, $\alpha^2$ and $m_z^2$: then $\dot m_z=a-\alpha m_z$, whose mean over 282.7 ps is 0.193. The torque falls by $0.35^2\times0.193\simeq2.4\%$, and the delay should be near 6.7 ps. In a metallic spin valve the coefficient of $m_z$ can be several times larger than $\eta^2$. At 0.4 the delay is already about half a boundary spacing, so the late bands cannot be predicted without the measured torque law.

\paragraph{Temperature.} With the ellipsoid factors the barrier is $70\,k_BT$ at 300 K, yet noise acts before trapping. Let $\varepsilon=k_BT/(\mu_0H_dM_sV)$, with $V$ the layer's volume. The thermal field has variance $2\alpha\varepsilon/\Delta$ per component and step, and its azimuthal part enters $A$ as $-h_{T\varphi}/\sin\theta$. By (\ref{balance}) it spreads the angle, for $\sin\theta\simeq1$ and without the feedback through $\sin2\varphi$, by about $\sqrt{2\varepsilon t/\alpha}$. With $\varepsilon=h/(2\times70.2)\simeq8.8\times10^{-5}$ and $t=100$ this is 0.8 rad, against $\pi/2$ from band centre to edge. In a stochastic simulation with 400 samples per band centre at 54.75 MA/cm$^2$, the predicted state was reached with probability 0.985 between the first two boundaries and 0.90 to 0.95 in the later bands. The sampling error is about 0.015 near 0.9, too large to rank neighbouring late bands. Since the angular spread grows with $t$, a slow decline of the probability towards later bands is to be expected beneath this scatter.

\paragraph{The real device.} Current densities of tens of MA/cm$^2$ suit a metallic spacer. A tunnel barrier with a resistance-area product of 5 $\Omega\,\mu$m$^2$ would have to hold about 2.7 V at 54.75 MA/cm$^2$, more than thin barriers usually stand. The damping is on the high side for cobalt, and by (\ref{charge}) halving it halves the charge per half turn. The weakest assumption is the macrospin: the exchange length is about 5 nm, far below the lateral size, so non-uniform motion is possible. At 54.75 MA/cm$^2$ the current's own field reaches 16 mT at the rim, comparable to the 20 mT anisotropy field, though it circulates and its average over a centred ellipse vanishes. For random crystal axes in 10 nm grains, with a rough anisotropy $K=6\times10^4$ J/m$^3$ for cubic cobalt, the scale $2K/M_s$ divided by the root of the grain number is 10 mT. This is an upper scale: averaging over the directions of the cubic axes makes the mean transverse field several times smaller. Hexagonal cobalt has an anisotropy several times larger. The effect of these three on the boundaries has not been computed, and a spatially resolved calculation is needed before late bands are used. Heating at the same current, without heat loss, is about 5 K in 300 ps, for rough values $2\times10^{-7}$ $\Omega$m and $3.7\times10^6$ J/(m$^3$K). Within this model, the first band well above threshold is the best operating region: it is the least sensitive to current error, and its centre was the most reliable in the thermal simulation, which covered only the current 54.75 MA/cm$^2$. At higher currents the bands are narrower, and the ranking under noise has not been computed there.

\section*{Computed results}
\begin{verbatim}
Co layer: Ms 1.40 MA/m, 110 x 80 x 3 nm
damping 0.03, torque efficiency 0.35, temperature 300 K
demagnetizing factors x, y, z: 0.0189 0.0303 0.9509
mu0*Hd 1.620 T, in-plane anisotropy field 20.0 mT, hk 0.01236
time unit 3.506 ps, current unit a=1: 5906 MA/cm2
energy barrier 70.2 kT
static threshold a 0.00618, J 36.50 MA/cm2
sudden step, no damping: J 26.47 MA/cm2, ratio to static 0.7253
sudden step, damped: J 31.14 MA/cm2, ratio to static 0.8532
charge per half turn 1.952 mC/cm2
map: # = switched, . = not; columns 6 to 300 ps in steps of 6 ps
  25.5 MA/cm2 ..................................................
  29.2 MA/cm2 ..................................................
  32.8 MA/cm2 .............................#############........
  40.1 MA/cm2 ................##########........########........
  47.4 MA/cm2 ............#########......#######.......#######..
  54.7 MA/cm2 ..........#######......######......######......###
  63.9 MA/cm2 ........######.....#####.....#####.....######.....
  73.0 MA/cm2 .......#####....#####....#####....#####....####...
  82.1 MA/cm2 ......####....####....####....####....####....####
  91.2 MA/cm2 .....####....###....###....###....####...####...##
J/Jstatic, boundaries, first (ps), last (ps), edge no. by sign bisection
 0.70   0    none    none  none
 0.80   0    none    none  none
 0.90   2  179.04  253.85  none
 1.10   4  100.62  257.60  none
 1.30   6   75.95  291.07  none
 1.50   7   62.10  282.70  1
 1.75   8   51.06  270.14  none
 2.00  10   43.57  287.90  none
 2.25  11   38.10  278.71  5
 2.50  13   33.90  292.76  9
row 2.5, sign scan in 50 ps steps sees 3 changes of 13
150 ps, J 0.5 to 2.5 static: 6 sign changes, 0 drops of N
row 1.5 (J 54.75 MA/cm2): k, t_k (ps), charge/half-turn charge,
  shift by 10 ps edges (ps), by torque asymmetry (ps), correct at 300 K
 1   62.10  1.742   0.23   0.54  0.985
 2  105.52  2.960   0.11   1.11  0.943
 3  139.30  3.908   0.19   1.83  0.945
 4  176.04  4.938   0.14   2.66  0.922
 5  211.83  5.942   0.13   3.76  0.895
 6  247.19  6.934   0.16   4.90  0.917
 7  282.70  7.930   0.17   6.00  -
late spacing 35.70 ps, charge law 35.65 ps
Oersted field at rim 16.1 mT, heating in 300 ps 4.9 K
random crystal anisotropy field about 10 mT
exchange length 4.9 nm
\end{verbatim}
